Bisection for the Equilibrium Fermi Level with Charged Defects and Dopants

**The decision: how far to trust a root**

A calculation of defect concentrations after implantation and annealing needs a Fermi level at each temperature, and may pass it on to a further stage. Two things must be settled beforehand: whether a root finder may run unattended over a wide energy range without landing on a wrong solution, and how small its tolerance must be for the next stage. Both answers follow from the slope of the net charge as a function of the Fermi level. Its sign settles the first question. Its size, together with the choice of quantities passed to the next stage, settles the second.

**The charge function**

Energies are in eV and the Fermi level E_F is measured from the valence-band edge. Charges q are in units of the elementary charge e, so q = +2 means that a centre has given up two electrons. The temperature T, the chemical potentials of the atoms and all defect energies are held fixed while E_F varies.

Let a family be a set of N independent sites of one kind. A site can be in states s with charge q_s, degeneracy g_s and energy E_s + q_s E_F. The term q_s E_F appears because each electron removed from the site enters a reservoir at energy E_F. The statistical weight of a state and the density of sites in that state are

w_s = g_s exp[−(E_s + q_s E_F)/kT],  c_s = N w_s / W,  W = Σ_s w_s.

Two cases differ only in the list of states. A defect that exchanges atoms with a reservoir, such as a vacancy during an anneal, can disappear, so its list includes the perfect site with q = 0 and w = 1, and N is the density of lattice sites. A dopant or frozen defect cannot disappear, so the perfect site is absent and N is the fixed total density of centres.

With electron density n and hole density p in the bands, the net charge density divided by e is

Q(E_F) = p − n + Σ_families N⟨q⟩,  ⟨q⟩ = Σ_s q_s w_s / W.

For parabolic bands with edges at 0 and E_c,

n = N_c F[(E_F − E_c)/kT],  p = N_v F(−E_F/kT),

F(η) = (2/√π) ∫₀^∞ √x dx / [1 + exp(x − η)],

where N_c = 2(2πm_e kT/h²)^(3/2), m_e is the electron band mass, and N_v has the same form with the hole mass. Neutrality is Q = 0.

**Why the charge decreases**

Differentiating the logarithm of a weight gives d ln w_s/dE_F = −q_s/kT, and therefore

dw_s/dE_F = −q_s w_s/kT,  dW/dE_F = −⟨q⟩W/kT.

The quotient rule applied to ⟨q⟩ gives

d⟨q⟩/dE_F = (1/W) Σ_s q_s dw_s/dE_F − (1/W²)(Σ_s q_s w_s) dW/dE_F

= −⟨q²⟩/kT + ⟨q⟩²/kT

= −Var(q)/kT.

A variance cannot be negative, so no family can make the charge rise. The order of the levels was not used. The result therefore covers a negative-U centre, whose middle charge state is never the lowest in energy. When such a centre is split equally between +1 and −1 its variance is 1, whereas a centre split equally between adjacent charge states has variance 1/4. The negative-U centre then resists a change of Fermi level four times as strongly.

If a reservoir defect is dilute, W is close to 1 and ⟨q⟩² is of second order in its site fraction. To leading order,

d(N⟨q⟩)/dE_F = −Σ_s q_s² c_s/kT.

For the bands, the occupation f = 1/[1 + exp((E − E_F)/kT)] satisfies

∂f/∂E_F = f(1 − f)/kT > 0.

Raising E_F thus increases n and, since p counts empty states, decreases p. Collecting the terms,

−dQ/dE_F = dn/dE_F − dp/dE_F + Σ_families N Var(q)/kT > 0.

The band terms make the inequality strict even when every dopant is fully ionized and its variance is negligible.

**Why a root exists**

The site charges together cannot exceed B = Σ N max|q| in magnitude. The band densities have no such bound. For η > 0 the occupation factor in F is at least 1/2 on 0 < x < η, so

F(η) ≥ (2/√π)(1/2) ∫₀^η √x dx = 2η^(3/2)/(3√π).

As E_F → −∞, n vanishes and p grows past B, so Q becomes positive. As E_F → +∞, p vanishes and n grows past B, so Q becomes negative. Q is continuous and therefore has a zero; it is strictly decreasing and therefore has no second one.

If the bands hold a finite number of states, the decrease survives but this argument for existence does not. Too many acceptors whose charge is permanently −1 could then leave Q negative everywhere. The signs at the ends of the bracket must be inspected in that case.

**A second route in the dilute limit**

When defects are dilute, dopants fully ionized and carriers nondegenerate, uniqueness follows from algebra. Put x = exp[(E_F − E_r)/kT] with any reference energy E_r. A species of charge q then has a density proportional to x^(−q). Take defects of charge +2, +1 and −2 with densities a₂, a₁ and b at E_r, donors D, acceptors A, and hole and electron densities p_r and n_r at E_r. Neutrality is

2a₂x⁻² + (a₁ + p_r)x⁻¹ + (D − A) − n_r x − 2b x² = 0.

Multiplying by x², which is positive, gives

2a₂ + (a₁ + p_r)x + (D − A)x² − n_r x³ − 2b x⁴ = 0.

The first two coefficients are positive and the last two negative. Whatever the sign of D − A, the sequence changes sign once. Descartes' rule says that the number of positive roots equals the number of sign changes or is smaller by an even number, so there is one positive x and one E_F.

**The algorithm and its errors**

1. Start from a bracket [L, R], for instance the band edges. Lower L until Q(L) > 0 and raise R until Q(R) < 0.
2. Evaluate Q at the midpoint M. If Q(M) > 0 the root lies above M, so set L = M; otherwise set R = M.
3. Stop when R − L is below the tolerance, and return the midpoint.

The exponents can be large. Within each family the largest ln w_s is subtracted from all of them before exponentiation; this cancels in w_s/W and prevents overflow.

Three errors matter. The first is truncation. After m halvings of an initial width H the root lies in an interval of width H/2^m, so the midpoint is wrong by at most

|error| ≤ H/2^(m+1).

The second is an error in the charge itself. If a small fixed charge δN is added to Q, the root moves until Q′δE_F + δN = 0, and so

δE_F = δN/|Q′|.

Added donors raise the Fermi level and added acceptors lower it. This linear formula needs |Q′| to stay nearly constant over the shift. Rounding acts in the same way, with |δN| of order u Σ|q|c, where u ≈ 10⁻¹⁶ is the relative rounding error in double precision.

The third error is inherited. If one calculation fixes the defect totals for the next, an error in the first root becomes a charge error in the second.

It follows that a small residual relative to the dopant density is a poor stopping rule. When donors and acceptors that are fixed in number and fully ionized nearly cancel, and few carriers or other defects are present, |Q′| is small and a modest residual can hide a large error in E_F. The width of the bracket has no such weakness until rounding hides the sign of Q.

**Example: gadolinium implanted in ceria**

In CeO2 an excess electron settles on a cerium ion as a small polaron. Polarons therefore form a site family with charges 0 and −1, not a parabolic band. A dose of 1.0×10¹⁵ cm⁻² of Gd spread evenly over 100 nm gives

A = 10¹⁵ cm⁻² / 10⁻⁵ cm = 1.0×10²⁰ cm⁻³.

All Gd is assumed to sit on Ce sites after the anneal. The background donor density is D = 1.0×10¹⁸ cm⁻³. The lattice constant of 0.541 nm gives 2.526×10²² Ce sites and 5.052×10²² O sites per cm³. The following energies are rough typical inputs:

- polaron level 3.0 eV, degeneracy 2; band gap 6.0 eV; electron and hole masses 1.0 and 2.0 free-electron masses;
- vacancy V(2+): −1.30 eV + μ_O + 2E_F, with μ_O the oxygen chemical potential;
- vacancy levels (2+/+) at 2.80 eV and (+/0) at 2.90 eV, with degeneracies 1, 8 and 24 for V(2+), V(+) and V(0), which count spins and positions of electrons on the four neighbouring Ce ions;
- oxygen interstitial of charge −2, with a vacancy–interstitial pair energy of 3.20 eV;
- donor level 2.85 eV, neutral degeneracy 24; Gd level 0.40 eV, neutral degeneracy 16.

The anneal is at 1100 K in air, with an oxygen pressure of about 160 Torr. Treating O2 as an ideal gas with translation, rotation, vibration and a triplet ground state gives μ_O = −1.299 eV, relative to half the ground-state energy of the molecule.

Bisection on the bracket from 0 to 6 eV begins as follows:

E_F = 3.000 eV: Q = −6.2×10²² cm⁻³
E_F = 1.500 eV: Q = +1.4×10²¹ cm⁻³
E_F = 2.250 eV: Q = −1.2×10²⁰ cm⁻³
E_F = 1.875 eV: Q = −9.9×10¹⁹ cm⁻³

The first charge exceeds the density of cerium ions, and no real crystal would be in that state. This does no harm, because the method uses the sign alone. A tolerance of 10⁻¹² eV takes 43 halvings, since 6/2⁴³ = 6.8×10⁻¹³. The result is E_F = 1.628 eV.

The value can be understood by hand. Vacancies of charge +2 balance the net acceptors, so 2[V] = A − D = 9.9×10¹⁹ cm⁻³. With [V] = N_O exp[−(−1.30 − 1.2993 + 2E_F)/kT] and kT = 0.09479 eV,

E_F = ½{2.5993 + 0.09479 ln[2 × 5.052×10²²/(9.9×10¹⁹)]} = ½(2.5993 + 0.6567) = 1.628 eV.

The computed populations are 4.95×10¹⁹ cm⁻³ of V(2+), 1.7×10¹⁵ of V(+) and 2.6×10¹⁶ of polarons. Without Gd, at the same temperature and oxygen pressure, the root is 1.979 eV. There the polarons chiefly balance the background donors, and the implant has lowered the Fermi level by 0.35 eV.

The slope is dominated by the vacancies: 4 × 4.95×10¹⁹/0.09479 = 2.09×10²¹ cm⁻³/eV. Adding 0.1% more Gd, or 10¹⁷ cm⁻³, should move E_F by −10¹⁷/(2.09×10²¹) = −0.048 meV, and solving again gives this shift. The hot problem is well conditioned.

**Cooling with the atoms frozen**

Now let the crystal cool to 300 K with the defect totals fixed while electrons redistribute. Define the excess electrons as the net number added to a reference with all vacancies doubly charged, all dopants ionized and the valence band full. Neutrality makes their density equal to the fixed positive charge less the fixed negative charge, so it is conserved on cooling. It is S = 2.41×10¹⁶ cm⁻³. This is slightly less than the polaron density during the anneal, mainly because some holes are then bound to Gd.

At 300 K, where kT = 0.02585 eV, most excess electrons turn V(2+) into V(+). There are 4.95×10¹⁹ vacancies per cm³ with eight ways to bind an electron, so

S ≈ 8[V] exp[(E_F − 2.80)/kT],

E_F ≈ 2.80 + 0.02585 ln[2.41×10¹⁶/(8 × 4.95×10¹⁹)] = 2.80 − 0.251 = 2.549 eV.

The full solution is 2.547 eV, with 2.3×10¹⁶ cm⁻³ of V(+) and 1.3×10¹⁵ cm⁻³ of polarons. In this model the Fermi level rises by 0.92 eV on cooling although the defect totals have not changed.

The slope has fallen to 9.3×10¹⁷ cm⁻³/eV, which is close to S/kT. The number of vacancies can no longer change, so the variance comes almost entirely from the few excess electrons, which can still move between vacancies, cerium ions and donors. An error δE in the hot root changes the frozen vacancy charge by nearly the hot slope times δE, and the cold root then moves by this charge divided by the cold slope. When the frozen totals are copied directly from the hot root, small errors in that root are therefore magnified by the ratio of the two slopes, about 2200. The hot truncation error is at most 3.4×10⁻¹³ eV, so the cold root inherits less than 10⁻⁹ eV. With totals passed in this way, an inherited error below 1 meV needs a hot root good to about 4×10⁻⁷ eV. A hot error of 1 meV would look small beside the uncertainty of the energies, yet it would move the cold result to 0.57 or 2.66 eV, depending on its sign.

The magnification belongs to this hand-over, in which S is left as the small difference of charges near 10²⁰ cm⁻³, and it can be avoided. Evaluate S from the hot electronic populations and fix the vacancy total by neutrality, [V] = (S + A − D)/2 + [O_i], where [O_i] is the interstitial density. The charge error passed on is then only (dS/dE_F)δE, with dS/dE_F ≈ 3.0×10¹⁷ cm⁻³/eV during the anneal, and the factor falls from 2200 to about 0.3.

Rounding is harmless here. The charge terms add up to about 2×10²⁰ cm⁻³ in magnitude, so δN is of order 2×10⁴ cm⁻³ and the cold root moves by some 10⁻¹⁴ eV. Rounding of the hot root itself, about 2×10⁻¹⁶ eV, is magnified like any other hot error when the totals are copied directly and contributes about 5×10⁻¹³ eV.

**The real sample**

The dose and anneal are of a size used in implantation work, and 0.4% of the Ce sites is light doping beside ceria electrolytes, which contain roughly ten percent or more. The assumption most open to doubt is that no oxygen enters during cooling. Each refilled V(2+) removes two positive charges, so all excess electrons are gone when the refilled fraction is

S/(2[V]) = 2.41×10¹⁶/(9.90×10¹⁹) = 0.024%.

With half this uptake the cold Fermi level is 2.53 eV. With twice this uptake it is 0.69 eV, because holes bound to Gd now supply the balance. Ceria exchanges oxygen with the gas at high temperature, so the frozen value of 2.55 eV should not be taken as a prediction for a slowly cooled sample. The linear error formula also fails here, since the disturbance is as large as S itself.

Neutrality at every depth is a further assumption. With relative permittivity 25, the cold slope gives a screening length √[ε/(e²|Q′|)] of about 39 nm, which is not small beside the 100 nm layer. This length assumes that the vacancies cannot move. They may still hop at 300 K: with an assumed migration barrier of 0.7 eV and an attempt frequency of 10¹³ s⁻¹ they would cross 100 nm in about two hours. Mobile vacancies would screen over a much shorter distance, formally about 0.4 nm, which is below the ion spacing. The unimplanted crystal has a different cold Fermi level in this model, so electrons can cross the boundary. Their direction depends also on the space charge that the anneal leaves there. The cold value is therefore only an estimate for the layer, and a calculation of the profile must include the electrostatic potential both during the anneal and after cooling.

Other omissions were sized by solving again with one change at a time. At 1100 K:

- Lowering the energy of every vacancy state by 0.2 eV raises E_F by 100 meV, half the change, because the vacancy carries charge 2.
- Screening lowers the energy of a charge q by q²e²/(8πεℓ), where ε is the permittivity and ℓ the Debye length. With relative permittivity 25, iteration from the unscreened state gives +87 meV. The same equations have further solutions with ℓ below 0.1 nm, which have no physical meaning. Even in the first solution, ℓ = 0.66 nm is shorter than the mean ion spacing of 1.9 nm, so continuum screening is outside its range and the figure gives a size only.
- Binding of V(2+) to Gd by an assumed 0.20 eV associates about 12% of the vacancies, if the Gd used up by the pairs is neglected, and shifts E_F by +5 meV.
- Doubling the Gd density, as a nonuniform profile might do locally, gives −33 meV.
- Lowering the polaron level by 0.2 eV, with the levels bound to vacancies and donors following it, shifts E_F by less than 0.1 meV but multiplies the polaron density by 8.2. S and the critical oxygen uptake grow by a similar factor.

At 300 K, if every V(2+) were bound to Gd by 0.20 eV and V(+) were not, E_F would rise by 72 meV. The hot Fermi level is thus uncertain by roughly 0.1 eV from each of the two largest items, far more than the numerical error.

**Where uniqueness ends**

The proof needs defect energies that do not depend on defect populations. Suppose instead that N donors, of which a fraction x is ionized, attract one another in a mean-field sense, so that the ionized state is lowered by Jx. The site statistics and the nondegenerate electron density give two expressions for the Fermi level:

E_F = E₀ + Jx + kT ln[(1 − x)/x],

E_F = E_c + kT ln(Nx/N_c).

Here E₀ is the donor level without interaction, with the constant term from the degeneracies of the two states absorbed in it. Subtract the second from the first, divide by kT, and choose E₀ so that x = 1/2 is neutral. The condition becomes

h(x) = (J/kT)(x − 1/2) + ln[(1 − x)/x] − ln(2x) = 0,

h′(x) = J/kT − (2 − x)/[x(1 − x)].

The last fraction is smallest at x = 2 − √2, where it equals 3 + 2√2 ≈ 5.8. For J = 3kT, h therefore falls throughout and there is one solution. For J = 9kT the slope at x = 1/2 is 9 − 6 = +3, while h tends to +∞ at x → 0 and to −∞ at x → 1. The curve must then cross zero once on each side of 1/2 as well. Since h′ = 0 is a quadratic equation, h turns at most twice, and the number of solutions is three.

Bisection of h(x) would still return one of them, with a small bracket and no warning. Bisection in E_F, with the x of lowest free energy taken at each step, can even close on a jump in x, where the charge changes sign without vanishing. When energies depend on populations, as in the screening estimate above, convergence does not prove uniqueness, and the solutions must be sought over the whole range of possible populations.
